# The Fundamental Gap, the Kohn–Sham Gap and the Derivative Discontinuity

## What symmetry fixes

Let $E(N)$ be the ground-state energy of $N$ interacting electrons in a fixed external potential $v(\mathbf r)$. Hartree atomic units are used except in the numerical example. Define

$$I=E(N-1)-E(N),\qquad A=E(N)-E(N+1),\qquad E_g=I-A .$$

Add a constant $c$ to $v$. Then $E(N)\to E(N)+cN$, so $I\to I-c$ and $A\to A-c$, while $E_g$ is unchanged. Every Kohn–Sham (KS) level rises by $c$, so level differences are unchanged too. The difference between $E_g$ and the KS gap is therefore an energy independent of the zero of potential.

Now approach the integer $N$ from below and from above. Both limits have the same density $n_N$. As shown below, a density fixes its KS potential up to an additive constant, so the two limiting potentials can differ by nothing but a constant $C$. A constant moves all levels equally, with coefficient one. The form of the answer is thus

$$E_g=(\varepsilon_L-\varepsilon_H)+C,$$

where $\varepsilon_H$ and $\varepsilon_L$ are the highest occupied and lowest empty levels of the limit from below. It remains to prove that the levels are tied to $I$ and $A$, and to identify $C$.

## Fractional electron number

An average number $N+d$, with $0<d<1$, is described by an ensemble with weights $p_M\ge 0$ on states of $M$ electrons:

$$\sum_M p_M=1,\qquad \sum_M p_M M=N+d .$$

Assume that $E(M)$ is convex at the integers. The line $\ell(M)=E(N)-A(M-N)$ meets $E(M)$ at $M=N$ and $M=N+1$, and by convexity lies nowhere above it. Hence

$$\sum_M p_ME(M)\ \ge\ \sum_M p_M\ell(M)=E(N)-A\,d .$$

The bound is reached by the weights $1-d$ on $N$ and $d$ on $N+1$. Therefore

$$E(N+d)=E(N)-A\,d,\qquad n_{N+d}=n_N+d\,f_+,\qquad f_+=n_{N+1}-n_N .$$

On the other side, the same argument gives

$$E(N-d)=E(N)+I\,d,\qquad n_{N-d}=n_N-d\,f_-,\qquad f_-=n_N-n_{N-1}.$$

Both $f_+$ and $f_-$ integrate to one. The slope of $E$ is $-I$ below $N$ and $-A$ above it.

Write $F[n]$ for the least kinetic plus repulsion energy of all ensembles with density $n$, and $T_s[n]$ for the least kinetic energy alone. With the Hartree energy $E_H$, the definition of $E_{xc}$ is

$$F=T_s+E_H+E_{xc}.$$

## First derivation: potentials and levels

Minimize $F[n]+\int vn$ at fixed $\int n=N+d$, with multiplier $\mu$:

$$v+\frac{\delta F}{\delta n}=\mu .$$

If the number changes, the energy changes by $\int(v+\delta F/\delta n)\,\delta n=\mu\int\delta n$. So $\mu=dE/dN$, which is $-A$ above $N$ and $-I$ below.

Insert the decomposition of $F$ and define $v_s=v+v_H+v_{xc}$, where $v_H=\delta E_H/\delta n$ and $v_{xc}=\delta E_{xc}/\delta n$:

$$v_s+\frac{\delta T_s}{\delta n}=\mu .$$

This is the Euler equation of independent electrons in $v_s$, with the same multiplier. For them $\mu$ is the slope of the independent-electron energy at fixed $v_s$. That energy is the sum of the filled levels plus the fraction times the partly filled level, so its slope is the partly filled level. Hence

$$\varepsilon_H=-I\quad(N-0),\qquad \varepsilon_L^{+}=-A\quad(N+0),$$

where $\varepsilon_L^+$ is the level that begins to fill above $N$.

Next compare the two limiting potentials, $v_s^-$ and $v_s^+$. Suppose potentials $u$ and $u'$ have determinants $\Phi\neq\Phi'$ as ground states, non-degenerate apart from spin, with the same density $n$. Using $\Phi'$ as a trial state for $u$ gives

$$E_s[u]<E_s[u']+\int(u-u')\,n .$$

Exchanging the roles gives $E_s[u']<E_s[u]+\int(u'-u)\,n$. The sum reads $0<0$, so $\Phi=\Phi'$. Subtracting the two Schrödinger equations for this common state leaves $\sum_i[u(\mathbf r_i)-u'(\mathbf r_i)]$ equal to a constant, which requires $u-u'$ to be constant. Thus $v_s^+-v_s^-=C$.

The external potential is the same on both sides. The Hartree potential is linear in the density, and $n_{N+d}-n_N=d f_+$ vanishes with $d$, so $v_H$ is continuous. What remains is

$$C=v_{xc}^+-v_{xc}^-\equiv\Delta_{xc}.$$

The constant lifts the empty level from $\varepsilon_L$ to $\varepsilon_L^+$, so $-A=\varepsilon_L+\Delta_{xc}$. Subtracting $-I=\varepsilon_H$,

$$\boxed{E_g=(\varepsilon_L-\varepsilon_H)+\Delta_{xc}}$$

## Second derivation: slopes of energy functionals

This route uses no functional derivative at fractional number. It follows energies along the lines $n_N+d f_+$ and $n_N-d f_-$.

Let $E_s[u;M]$ be the energy of $M$ independent electrons in a potential $u$. By the variational principle, for any $n$ integrating to $M$,

$$T_s[n]\ \ge\ E_s[u;M]-\int u\,n ,$$

with equality if $u$ is the KS potential of $n$. First take $u=v_s^-$ and $n=n_N+d f_+$. Since $E_s[v_s^-;N+d]=E_s[v_s^-;N]+d\,\varepsilon_L$,

$$T_s[n_N+d f_+]-T_s[n_N]\ \ge\ d\Big(\varepsilon_L-\int v_s^-f_+\Big).$$

Then take $u=u_d$, the KS potential of $n_N+d f_+$. Equality now holds at $n_N+df_+$ and the inequality at $n_N$. Subtraction gives

$$T_s[n_N+d f_+]-T_s[n_N]\ \le\ d\Big(\varepsilon_L[u_d]-\int u_d f_+\Big).$$

The last bracket does not change if a constant is added to $u_d$, because $\int f_+=1$. If it tends to its value at $v_s^-$ as $d\to0$, the two bounds meet:

$$\lim_{d\to0^+}\frac{T_s[n_N+d f_+]-T_s[n_N]}{d}=\varepsilon_L-\int v_s^-f_+ .$$

Below $N$ the electron is taken from $\varepsilon_H$, and the same two bounds give the slope $\varepsilon_H-\int v_s^-f_-$.

Now set $v_{xc}^-=v_s^--v-v_H$. Its additive constant is fixed by requiring the slope of $E_{xc}$ below $N$ to be $\int v_{xc}^-f_-$. The total slope below $N$ is then

$$-I=\varepsilon_H-\int v_s^-f_-+\int(v+v_H+v_{xc}^-)f_-=\varepsilon_H .$$

Above $N$, let $S_+$ be the slope of $E_{xc}$ along $f_+$, and define

$$\Delta_{xc}=S_+-\int v_{xc}^-f_+ .$$

The total slope above $N$ is

$$-A=\varepsilon_L-\int v_s^-f_++\int(v+v_H)f_++\int v_{xc}^-f_++\Delta_{xc}=\varepsilon_L+\Delta_{xc},$$

because the integrals cancel by the definition of $v_{xc}^-$. Subtraction gives the boxed result again. The slope of each separate term also changes at $N$ because $f_+\neq f_-$, but these changes, which are integrals of $v_s^-$, $v$, $v_H$ and $v_{xc}^-$ with $f_+-f_-$, cancel in the sum. What remains of the kink of $E(N)$ is $\varepsilon_L-\varepsilon_H$ from $T_s$ and $\Delta_{xc}$ from $E_{xc}$.

If a potential $v_{xc}^+$ exists, then $S_+=\int v_{xc}^+f_+$, and the definition becomes $\Delta_{xc}=\int(v_{xc}^+-v_{xc}^-)f_+$. For a constant difference this is the $\Delta_{xc}$ of the first derivation.

## What each derivation assumes

Both need convexity, a bound $(N+1)$-electron state, densities that some KS potential reproduces, and frontier levels non-degenerate apart from spin.

The first also needs $E_{xc}$ to have a functional derivative, constant included, on each side of $N$, and the potentials to have local limits. In return it shows that the jump is uniform in space. The second needs one-sided slopes along two lines and convergence of one averaged quantity, $\varepsilon_L[u_d]-\int u_d f_+$. It yields a number, not a spatial profile. That number follows from the slopes of $E_{xc}$ and the potential $v_{xc}^-$ of the $N$-electron density, without reading the height of a plateau.

## Where the constant ends

At finite $d$ the jump cannot be uniform over all space, since both potentials vanish at infinity. Far out, the density of $N$ electrons falls as $e^{-2\kappa_Ir}$ with $\kappa_I=\sqrt{2I}$, because removing the outermost electron costs $I$. The added part falls as $d\,e^{-2\kappa_Ar}$ with $\kappa_A=\sqrt{2A}$. They are equal, up to an offset from prefactors that grows at most logarithmically with $r_d$, at

$$r_d=\frac{\ln(1/d)}{2(\kappa_I-\kappa_A)} .$$

Inside $r_d$ the potential is raised; outside it returns to zero. As $d\to0$ the plateau covers any fixed region.

For small $d$ the return has a definite sign. Take one dimension, two electrons in the lower KS orbital $\varphi_1$ and $d$ in the upper orbital $\varphi_2$. Beyond the step $\varphi_1$ has energy $-(A+\varepsilon_L-\varepsilon_H)$ and decays with $\kappa_1=\sqrt{2(A+\varepsilon_L-\varepsilon_H)}$. The true density there is $d\,b\,e^{-2\kappa_Ax}$ to leading order, with $b$ a constant. Since $n=2\varphi_1^2+d\varphi_2^2$,

$$\varphi_2\simeq\sqrt b\,e^{-\kappa_Ax}\Big(1-\frac r2\Big),\qquad r=\frac{2\varphi_1^2}{d\,b\,e^{-2\kappa_Ax}}\propto e^{-2(\kappa_1-\kappa_A)x}.$$

The correction term in $\varphi_2$ decays with exponent $2\kappa_1-\kappa_A$. To first order in $r$,

$$\frac{\varphi_2''}{\varphi_2}\simeq\kappa_A^2-\frac r2\big[(2\kappa_1-\kappa_A)^2-\kappa_A^2\big]=\kappa_A^2-2r\kappa_1(\kappa_1-\kappa_A),$$

$$v_s=-A+\frac12\frac{\varphi_2''}{\varphi_2}\simeq-r\,\kappa_1(\kappa_1-\kappa_A)<0 .$$

The potential overshoots below zero and at first recovers at the rate $2(\kappa_1-\kappa_A)$. This keeps only the leading tail of the true density. The tail of $n_N$ is dropped: relative to the added part it falls at the rate $2(\kappa_I-\kappa_A)$, faster than $r$ because $\kappa_1<\kappa_I$ when $\Delta_{xc}>0$, so the result applies some distance beyond the step, where $r\ll1$. Tails from excited $N$-electron states are neglected; at a fixed distance beyond the step their relative size vanishes as $d\to0$, but at fixed $d$ they can take over very far out.

## Two electrons in a channel dot

The example is a gate-defined dot in a few-layer InSe channel. Its conduction electrons occupy one valley at the zone centre, so each orbital holds two electrons. The mass $0.14\,m_e$ is a rough in-plane value. The permittivity $5$ is a rough effective value for the thin film together with its surrounding dielectric; that of bulk InSe is larger. The quasi-one-dimensional model has

$$v(x)=-85\,\text{meV}\;e^{-(x/9\,\text{nm})^4},\qquad w(x)=K\left[\frac1{\sqrt{x^2+b_0^2}}-\frac1{\sqrt{x^2+b_0^2+4g^2}}\right],$$

with softening $b_0=5$ nm and gate distance $g=8$ nm. The contact value $w(0)=40.42$ meV corresponds to $K=288$ meV nm. Here $E_g$ is the addition energy of the dot, not the band gap of InSe.

Diagonalization on a lattice of step 1.25 nm gives $E(1)=-75.217$, $E(2)=-122.706$ and $E(3)=-133.954$ meV. Hence

$$I=-75.217+122.706=47.489,\qquad A=-122.706+133.954=11.248,$$

$$E_g=47.489-11.248=36.241\ \text{meV}.$$

Inverting the two-electron density gives a KS gap of $18.077$ meV, so

$$\Delta_{xc}=36.241-18.077=18.164\ \text{meV}.$$

Halving the lattice step changes the bare one-electron spacing, 24.0 meV, by about 0.2 meV, so the later decimals serve only to compare numbers on the same lattice. In the limit of a fine lattice $A=11.1$, $E_g=36.4$, the KS gap is $18.3$ and $\Delta_{xc}=18.1$ meV. The values on the 2.5 nm lattice used below differ from their fine-lattice limits by up to 1 meV. Rounded accordingly, $E_g\approx36$ meV ($1.3\times10^{-3}$ Ha) and $\Delta_{xc}\approx18$ meV ($6.7\times10^{-4}$ Ha), half of the gap. This share belongs to the chosen parameters: it is about 39% for $b_0=7$ nm, and it grows from 46% to 76% as the half-length of the well goes from 8 to 18 nm.

The second derivation can be tested on the same lattice. The slope of $E_{xc}$, evaluated from its definition with inverted ensemble densities, gives $\Delta_{xc}=18.163$ meV. Adding $\int v_s^-f_-$ to the slope of $T_s$ below $N$, and $\int v_s^-f_+$ to the slope above, gives $-47.489$ and $-29.412$ meV, which are $\varepsilon_H$ and $\varepsilon_L$.

The spatial picture was computed in a longer box with step 2.5 nm, where $A=11.83$ and $\Delta_{xc}=18.36$ meV. With the zero of potential read at 50 nm, the jump at the centre is 16.53, 17.87 and 18.34 meV for $d=0.1$, $0.03$ and $0.01$. The top level, which should be $-A$, comes out too high by 0.02, 0.06 and 0.16 meV, so the zero is off by these amounts. After subtracting them, the jump falls short of $\Delta_{xc}$ by 1.85, 0.55 and 0.18 meV. The shortfall is close to proportional to $d$ and extrapolates to zero.

For $d=0.01$ the jump is 18.4 meV at 5 nm, 9.1 at 20 nm, $-5.0$ at 30 nm and $-0.7$ at 40 nm. The negative values have the sign of the overshoot derived above. Its recovery can be followed through the error of the top level, 3.40 meV with the zero read at 35 nm and 0.16 meV at 50 nm. That is a rate of $\ln(3.40/0.16)/15\approx0.20$ per nm. The leading-order formula gives about 0.24 per nm; the remaining difference is not analysed here.

At 50 nm the computed jump is $+0.27$ meV, but this value is largely built in. Above $N=2$ the outer electron sees two electrons, so the zero was read by setting $v_s=v+v_H$ at that point. Below $N=2$ it sees only one, so $v_{xc}\approx-w$ there. The difference is $w(50\,\text{nm})=288\,(1/50.25-1/52.74)\approx0.27$ meV. It still contains the 0.16 meV offset of the zero found above.

## Two limiting cases

**One electron.** For $N=1$ the KS potential is $v$ itself, and the second electron enters the same orbital with opposite spin. Thus $\varepsilon_L=\varepsilon_H$, and the whole gap is $\Delta_{xc}$. On a 2.5 nm lattice it is $E(0)+E(2)-2E(1)=27.8$ meV, with $E(0)=0$.

The corresponding second differences at $N=2$ and $N=3$ are 35.8 and 20.3 meV, so convexity holds at these integers. The last value depends on the box: it implies $E(4)-E(3)\approx20.3-11.8>0$, so the fourth electron is not bound in this box. If it is also unbound in open space, it can leave at no cost, and the second difference is then about 11.8 meV, still positive.

**An extended channel and a smooth functional.** Suppose an approximate $E_{xc}$ is an explicit functional of $n$ with a continuous derivative, as in the local density approximation. Then $v_{xc}^+=v_{xc}^-$ and $\Delta_{xc}=0$. Let the occupation $q$ of the lowest empty orbital $\varphi$ grow from 0 to 1. The energy is stationary under changes of the orbitals, so $dE/dq=\varepsilon_L(q)$ and

$$E(N+1)-E(N)=\int_0^1\varepsilon_L(q)\,dq .$$

To first order, $\varepsilon_L(q)-\varepsilon_L(0)$ is $q$ times the repulsion of $|\varphi|^2$ with itself, plus its exchange-correlation and screening corrections. For an orbital spread over a sheet of side $L$, $|\varphi|^2\sim L^{-2}$, and the Coulomb part scales as $L^{-1}$ for bare repulsion, or as $L^{-2}$ once $L$ is large against the distance to a screening gate. It vanishes for a large sheet, as does the shift on removing an electron. Energy differences then give the KS gap of the approximate functional, and $\Delta_{xc}$ is missing from both. In a small dot the self-repulsion is finite, so energy differences can contain a charging energy even with such a functional.

## Reading the model beside a device

The permittivity is only a rough input. Doubling it to 10, with well, mass, softening and gate distance held fixed, changes $E_g$ from 35.8 to 29.7 meV on the 2.5 nm lattice, a fall of 17%. The parts move in opposite directions: $\Delta_{xc}$ falls from 18.4 to 9.2 meV, while the KS gap rises from 17.4 to 20.5 meV. The rise is towards the bare spacing. On a fine lattice the same change takes $E_g$ from 36.4 to 30.6 meV (a fall of 16%), $\Delta_{xc}$ from 18.1 to 9.1 meV and the KS gap from 18.3 to 21.5 meV.

A well of half-length 9 nm is small for a gate-defined dot, and a longer one of the same depth would have a smaller addition energy, although it binds its electrons more strongly. Real devices also break the assumptions of one dimension and a single uniform permittivity. For a hard-wall strip 10 nm wide, the first transverse spacing is 81 meV, about twice $E_g$, so mixing with transverse levels is reduced but not absent. The confinement energy is about 4% of a rough 1.5 eV band gap, which sets only the order of magnitude of the departure from a constant mass. The thermal energy is 0.34 meV at 4 K and 26 meV at 300 K. The addition step of this model would thus be sharp at 4 K, weak at 77 K and washed out at room temperature, where the thermal energy also exceeds $A\approx11$ meV. A bare exponential estimate of the tunnel broadening through a 20 nm barrier gives about $10^{-3}$ meV. The prefactor is uncertain, but even ten times this value would be small beside either thermal energy. The full numerical output follows.

## Numbers as computed

```
effective mass (rough) 0.14 m_e; permittivity (rough) 5.0
well depth 85.0 meV; half-length 9.0 nm
softening 5.0 nm; gate distance 8.0 nm
lattice step 1.25 nm; sites 61; box edge 37.5 nm
hbar^2/m 544.28 meV nm^2; repulsion at contact 40.42 meV
E(1) -75.217 meV; E(2) -122.706 meV; E(3) -133.954 meV
I 47.489 meV; A 11.248 meV
fundamental gap I-A 36.241 meV = 1.332e-03 Ha
KS eps_H -47.489 meV; eps_L -29.412 meV; KS gap 18.077 meV
Delta_xc from gap difference 18.164 meV = 6.675e-04 Ha
Delta_xc from one-sided slope of E_xc 18.163 meV
Delta_xc share of fundamental gap 50.1 %
bare one-electron level spacing 23.975 meV
E_xc slope below N=2: -28.006; integral of v_xc: -28.006 meV
level from T_s slope: below -47.489, above -29.412 meV
eps_H of N=2 with zero set by tail at 35.0 nm -47.537 meV
top level at N=2.1 with zero set at 35.0 nm -10.953 meV
spread of jump for |x|<=7.5 nm at d=0.001: 0.0120 meV
long box: step 2.5 nm, edge 55.0 nm, A 11.833 meV, Delta_xc 18.363 meV
long box, d=0.1: top level, zero at 35 nm -11.414, at 50 nm -11.817 meV
long box, d=0.1: v_xc jump at centre 16.526 meV
long box, d=0.03: top level, zero at 35 nm -10.486, at 50 nm -11.776 meV
long box, d=0.03: v_xc jump at centre 17.871 meV
long box, d=0.01: top level, zero at 35 nm -8.438, at 50 nm -11.670 meV
long box, d=0.01: v_xc jump at centre 18.344 meV
long box, d=0.01, v_xc jump at x=5.0 nm: 18.378 meV
long box, d=0.01, v_xc jump at x=10.0 nm: 17.969 meV
long box, d=0.01, v_xc jump at x=20.0 nm: 9.135 meV
long box, d=0.01, v_xc jump at x=30.0 nm: -5.020 meV
long box, d=0.01, v_xc jump at x=40.0 nm: -0.687 meV
long box, d=0.01, v_xc jump at x=50.0 nm: 0.269 meV
tail constants sqrt(2mI)/hbar 0.4177, sqrt(2mA)/hbar 0.2033 1/nm
plateau edge moves per tenfold smaller d: 5.37 nm
coarse-lattice E(N) second differences at N=1,2,3: 27.76, 35.78, 20.25 meV
coarse, permittivity 5.0: gap 35.78, KS 17.42, Delta_xc 18.36 meV
coarse, permittivity 10.0: gap 29.71, KS 20.47, Delta_xc 9.25 meV
lattice error of one-electron spacing -0.211 meV
transverse level spacing, 10.0 nm hard-wall width 80.6 meV
thermal energy: 4 K 0.345 meV; 300 K 25.85 meV
non-parabolicity, energy/(rough 1.5 eV band gap) 4.0 %
tunnel broadening through 20.0 nm barrier 8.5e-04 meV
largest lateral field 0.136 MV/cm
```
